Acoustic-phonon momentum relaxation in a cold two-dimensional electron gas

Electrons of effective mass m occupy one parabolic subband with envelope ψ(z), taken real and even about the centre of the layer. Their density per area is n, their total degeneracy g, and their Fermi wavevector k_F. They scatter from longitudinal acoustic phonons of the surrounding three-dimensional crystal, which has mass density ρ and sound velocity s. The coupling is D div **u**, where **u** is here the lattice displacement and D a constant that the electrons do not screen. The phonons stay in equilibrium at temperature T, so phonon drag is left out. The task is to find how the momentum-relaxation rate 1/τ vanishes as T → 0, with its prefactor, and where the result holds.

The algebra uses atomic units, with T an energy. A phonon has wavevector Q = (q, q_z), with q in the plane, frequency ω = sQ and occupation N = 1/(e^(ω/T) − 1). The Fermi energy is ε_F = k_F²/2m and the Fermi velocity v_F = k_F/m. It is assumed that T ≪ ε_F and s ≪ v_F.

**(a) Find the squared matrix element, and express 1/τ through the momentum lost by a slowly drifting electron gas.**

In a crystal of volume V, the displacement amplitude of one phonon mode is 1/√(2ρVω), directed along Q. The divergence multiplies it by Q in magnitude, so

|M|² = D²Q²|F|²/(2ρVω) = D²Q|F(q_z)|²/(2ρsV),

F(q_z) = ∫dz ψ²(z) exp(iq_z z).

In-plane momentum is conserved: absorption takes k to k + q.

Let the gas drift with a small velocity u. To first order in u its occupation is

f_k = 1/{exp[(ε_k − k·u − μ)/T] + 1},

and its momentum per area is nmu. Define τ by −dP/dt = nmu/τ, with P the momentum per area. A steady force F₀ on each electron then gives u = F₀τ/m, so this τ is the one in the mobility.

Write f = f_k and f′ = f_(k+q). Absorption minus the reverse emission is proportional to

N f(1−f′) − (N+1) f′(1−f).

Since (1−f)/f = exp[(ε_k − k·u − μ)/T], the second term divided by the first is

e^(ω/T) · exp[−(ω − q·u)/T] = exp(q·u/T),

where ε_(k+q) − ε_k = ω was used. To first order the difference is therefore −N f₀(ε)[1−f₀(ε+ω)] q·u/T, with f₀ the equilibrium Fermi function. Each net absorption supplies momentum q. Taking the component of dP/dt along u gives

nmu²/τ = (1/T) ∫d³Q/(2π)³ (q·u)² 2πV|M|² N S(q,ω),

S = g∫d²k/(2π)² f₀(ε_k)[1−f₀(ε_k+ω)] δ(ε_(k+q) − ε_k − ω).

Absorption and emission are both included. In an isotropic plane (q·u)² averages to q²u²/2, hence

nm/τ = (1/2T) ∫d³Q/(2π)³ q² · 2π · [D²Q|F|²/(2ρs)] · N S.

**(b) Evaluate S for the degenerate gas.**

Let φ be the angle between k and q, so that d²k = m dε dφ. The delta function requires

kq cosφ/m + q²/2m − ω = 0.

Two angles satisfy this, each with slope kq|sinφ|/m, so the angular integral is 2m/(kq|sinφ|). The condition also gives

k² sin²φ = k² − (mω/q − q/2)² = k² − q²/4 + mω − m²ω²/q².

The term mω is smaller than k_F² by order T/ε_F for thermal phonons. The last term, relative to k_F², is (s/v_F)²(Q/q)², which matters only for phonons travelling nearly perpendicular to the layer. Dropping both and setting k = k_F gives

k|sinφ| = k_F √(1 − q²/4k_F²).

For the energy integral, put a = e^((ε−μ)/T) and b = e^(ω/T). Then

f₀(ε)[1−f₀(ε+ω)] = ab/[(1+a)(1+ab)],

f₀(ε) − f₀(ε+ω) = a(b−1)/[(1+a)(1+ab)].

Their ratio is b/(b−1) = N+1. The integral of the difference over energy is ω, so the integral of the product is ω(N+1). Collecting factors,

S = (g/4π²) · m · 2m/[k_F q√(1−q²/4k_F²)] · ω(N+1)
 = g m² ω(N+1)/[2π² k_F q√(1−q²/4k_F²)].

**(c) Reduce 1/τ to a double integral.**

Use d³Q = 2πq dq dq_z and ω = sQ. The factor q in the measure cancels 1/q in S, and s cancels as well. The constants multiply to

(1/2T) · (2π/8π³) · 2π · (D²/2ρ) · g m²/(2π²k_F) = D² g m²/(16π³ρk_F T).

Divide by nm = g k_F² m/4π. The degeneracy drops out at fixed k_F:

1/τ = D²m/(4π²ρk_F³T) ∫₀^(2k_F) dq ∫dq_z |F|² q²Q² N(N+1)/√(1−q²/4k_F²),

with q_z running from −∞ to ∞.

**(d) Find the limiting law as T → 0.**

The factor N(N+1) confines Q to a few times T/s. Suppose this is small compared with 2k_F and with the inverse layer thickness. The first condition is T ≪ T_BG, where T_BG = 2sk_F is the Bloch-Grüneisen temperature. Then F → 1, the square root → 1, and the upper limit on q may be moved to infinity.

Put q = Q sinθ and q_z = Q cosθ with 0 < θ < π, so that dq dq_z = Q dQ dθ. With x = sQ/T,

∫∫ dq dq_z q²Q² N(N+1) = ∫₀^π sin²θ dθ · (T/s)⁶ ∫₀^∞ dx x⁵eˣ/(eˣ−1)².

The angular factor is π/2. Integration by parts turns the radial factor into

5∫₀^∞ dx x⁴/(eˣ−1) = 5 Σ_j 4!/j⁵ = 120 ζ(5) = 124.43,

where j = 1, 2, … comes from expanding 1/(eˣ−1) in powers of e^(−x). The double integral is 60π ζ(5)(T/s)⁶, and therefore

1/τ = 15 ζ(5) D² m T⁵/(π ρ s⁶ k_F³).

The power can be read from the factors. The thermal area in the (q, q_z) half-plane gives T², the coupling gives T, and the momentum transfer squared gives T². The energy window ω divided by T is a pure number.

**(e) For the drifting gas, find the first correction in T and the effect of the finite sound velocity.**

Let σ_z² be the variance of z in the density ψ². For small arguments

1/√(1−q²/4k_F²) ≈ 1 + q²/8k_F², |F|² ≈ 1 − σ_z²q_z².

With the angular weight sin²θ, the mean of sin²θ is (3π/8)/(π/2) = 3/4 and that of cos²θ is 1/4. The extra factor Q² changes the radial integral from 5!ζ(5) to 7!ζ(7), a ratio of 42ζ(7)/ζ(5). The correction relative to the law is

42 [ζ(7)/ζ(5)] (T/s)² [3/(32k_F²) − σ_z²/4].

The curvature of the Fermi circle raises the rate, and the layer thickness lowers it. No term linear in T/ε_F appears. In (b), k² + mω equals k_F² + 2m(ε − μ + ω/2), and the product f₀(ε)[1−f₀(ε+ω)] is even about ε = μ − ω/2, so the first-order term integrates to zero.

For the sound velocity, restore the term (s/v_F)²(Q/q)² in the low-temperature limit. With β = s/v_F, c = cosθ and b² = 1−β², the angular integral becomes

∫₋ᵇᵇ dc (1−c²)/√(b²−c²) = π − πb²/2 = (π/2)(1+β²).

For the drifting gas the relative change is (s/v_F)², which does not alter the power. Part (f) shows that the Boltzmann solution reverses its sign.

**(f) The drifting Fermi function was assumed. Does the linearized Boltzmann equation give the same limit?**

Let x now be (ε−μ)/T. Under the force F₀, write the deviation from equilibrium as

δf = (−∂f₀/∂ε)(k_F F₀ cosφ/m) χ(x),

with φ now the angle from the force. A uniform χ = τ is the drifting distribution. Let w = f₀(1−f₀), whose integral over x is 1. Let K₀(x,x′) be f₀(x)[1−f₀(x′)] times the rate of scattering from x into unit interval at x′. Detailed balance makes K₀ symmetric.

Scattering through an angle ϑ multiplies the cosine harmonic by cosϑ, and 1−cosϑ = q²/2k_F² on the Fermi circle if s/v_F is neglected. Let K₁ be K₀ with each process weighted by q²/2k_F². The Boltzmann equation is then

w(x) = ∫dx′ {K₀(x,x′)[χ(x) − χ(x′)] + K₁(x,x′)χ(x′)},

and the mobility time is ∫wχ dx. Integrating over x removes the K₀ term by symmetry and leaves 1 = ∫∫K₁χ. For uniform χ this gives 1/τ = ∫∫K₁, the rate found above.

Now write χ = χ₀ + δ, with χ₀ uniform and ∫wδ dx = 0. Since K₁/K₀ is of order (T/sk_F)², χ₀ is of order 1/K₁. The K₀ term vanishes for a uniform profile and must balance sources of order one through δ, so δ is of order 1/K₀. Hence δ/χ₀ is of order (T/sk_F)², and so is the relative change of the mobility time. The T⁵ law and its prefactor survive to leading order in s/v_F. The correction in T found in (e) does not, because δ changes the rate at the same order.

At finite s/v_F, the profile that the frequent collisions leave unchanged is cosφ at every energy, not the k cosφ of the drift. An energy change ω alters k by ω/v_F, so near the Fermi circle 2k_F²(1−cosϑ) = q² − ω²/v_F². As T → 0 this replaces q² as the weight for momentum loss, and the angular integral of (e) becomes

∫₋ᵇᵇ dc (1−c²−β²)/√(b²−c²) = ∫₋ᵇᵇ dc √(b²−c²) = (π/2)(1−β²).

The finite sound velocity therefore lowers the Boltzmann rate by the fraction (s/v_F)², although it raises the drifting-gas rate by the same fraction.

How frequent the collisions are can be judged from ∫∫K₀, the rate at which scattering out removes a deviation from equilibrium, averaged over energy with weight w. It follows from the integral for 1/τ by replacing q²/2k_F² with 1:

τ∫∫K₀ = 2k_F² · π · 3!ζ(3)(T/s)⁴/[60πζ(5)(T/s)⁶] = (sk_F/T)² ζ(3)/[5ζ(5)].

Scattering out thus varies as T³. An electron exchanges energy of order T many times before its momentum relaxes, and this keeps the energy profile nearly uniform.

This equation contains electron-phonon collisions only. Electron-electron collisions conserve momentum and push the gas towards the drifting Fermi function. Their rate is of order T² ln(ε_F/T)/(2πε_F), which exceeds the T³ rate ∫∫K₀ as T → 0. For the parameters of (g) it does so by a factor of about 70 at kT = 10⁻⁵ eV, and the two become comparable near 3 × 10⁻⁴ eV. Where they dominate, the drifting-gas corrections of (e) apply instead of those found here. The leading T⁵ law is the same in both cases.

**(g) Put in numbers, and follow the drifting-gas rate through the crossover.**

Take the model parameters m = 0.2 electron masses, g = 2, n = 10⁻⁴ Å⁻², D = 10 eV, ρs² = 1 eV/Å³ and ħs = 0.03 eV Å. Let ψ be the ground state of an infinite well of width L = 60 Å, for which σ_z = 10.8 Å. Then k_F = √(2πn) = 0.02507 Å⁻¹, ε_F = 0.0120 eV, ħv_F = 0.955 eV Å and T_BG = 2 × 0.03 × 0.02507 = 1.504 × 10⁻³ eV.

At kT = 3 × 10⁻⁵ eV, with ħ restored, k_F kept unrounded and ħ²/m = ħv_F/k_F = 38.10 eV Å², the law gives

ħ/τ = (15ζ(5)/π) D²(kT)⁵/[ρs²(ħs)⁴k_F³(ħ²/m)]
 = 4.951 × 100 × 2.43×10⁻²³/(1 × 8.1×10⁻⁷ × 1.575×10⁻⁵ × 38.10)
 = 2.475 × 10⁻¹¹ eV,

or 1/τ = 3.76 × 10⁴ s⁻¹. Gauss-Legendre quadrature of the integral in (c) gives these values; the exponent is d ln(1/τ)/d ln T:

kT (eV) | ħ/τ (eV) | ratio to law | exponent
1×10⁻⁵ | 1.019×10⁻¹³ | 1.0005 | 5.00
3×10⁻⁵ | 2.488×10⁻¹¹ | 1.005 | 5.01
1×10⁻⁴ | 1.095×10⁻⁸ | 1.075 | 5.19
3×10⁻⁴ | 2.324×10⁻⁶ | 0.939 | 3.76
1×10⁻³ | 4.636×10⁻⁵ | 0.046 | 1.60

At 3 × 10⁻⁵ eV the correction from (e) is 0.0049, against 0.0050 from the integral. It is positive because the Fermi-circle term exceeds the thickness term, so the exponent of the drifting-gas rate first rises above five. At 10⁻⁴ eV, about T_BG/15, the law is already 7% below the integral. The radial weight is largest near x = 5, so the phonons that matter have energies several times T.

Numerical integration of the gain and loss terms in (a), with a drift of 0.01s and the sound velocity kept, gives 2.491 × 10⁻¹¹ eV at kT = 3 × 10⁻⁵ eV. This exceeds the integral by 0.12%, close to (s/v_F)² = 0.10%.

With s/v_F neglected, solving the equation in (f) as a matrix problem on 401 energies between −20T and 20T gives a mobility time longer than the drifting-gas value by 1.7 × 10⁻⁴, 6.6 × 10⁻⁴ and 2.7 × 10⁻³ of that value, at kT = 5 × 10⁻⁶, 10⁻⁵ and 2 × 10⁻⁵ eV. Each doubling of T multiplies the excess by four. At 10⁻⁵ eV the product τ∫∫K₀ is about 1300.

The excess at 10⁻⁵ eV is larger than the correction from (e), which is 5.4 × 10⁻⁴. The Boltzmann rate therefore lies slightly below the law, where the drifting-gas rate lies above it. The finite sound velocity adds about 2(s/v_F)² = 2.0 × 10⁻³ to the excess at each of these temperatures. In the crossover the energy profile matters more: with s/v_F kept, the Boltzmann rate is 8% below the drifting-gas rate at 10⁻⁴ eV and 29% below it at 3 × 10⁻⁴ eV. The gap then closes again, to 5% at 10⁻³ eV.

The opposite limit of the integral has N(N+1) → (T/sQ)². Substituting q = 2k_F sin t gives ∫dq q²/√(1−q²/4k_F²) = 2πk_F³. Parseval's theorem gives ∫dq_z|F|² = 2π∫ψ⁴dz = 3π/L. Thus

1/τ → 3mD²T/(2ρs²L).

The exponent in the table is falling towards this value of one. The limit needs T above both T_BG and 2πs/L (3.1 × 10⁻³ eV here). Scattering is then nearly elastic at a rate independent of energy, so the result also holds when T exceeds ε_F, as long as the second subband, 0.157 eV higher in this well, stays empty.

**(h) What does screening change?**

In a thin layer with background dielectric constant κ, static Thomas-Fermi screening multiplies the potential by q/(q+q_TF), where q_TF = gm/κ. At the lowest temperatures the squared factor is q²/q_TF². Its average follows from the moments in (e):

(1/τ)_screened/(1/τ) → (63/2)[ζ(7)/ζ(5)](T/sq_TF)².

The screened rate therefore falls as T⁷. For κ = 12, q_TF = 0.063 Å⁻¹. At kT = 3 × 10⁻⁵ eV the limiting formula gives a ratio of 0.0077. The integral with the factor q²/(q+q_TF)² gives 0.0063 and a local exponent of 6.8. That factor is for zero thickness. The 60 Å width weakens the screening at finite q and raises the ratio to 0.0073, without changing the T → 0 limit.

An unscreened T⁵ range would need q_TF ≪ T/s ≪ k_F. Here q_TF is 2.5 times k_F, so no such range exists once static screening is admitted. For these parameters the fifth power belongs to the unscreened model, and the seventh is the limit with static screening.

All numerical values are calculated from the stated model.
